\section*{Heat conduction through one classical oscillator between two Langevin baths}

\section{A molecule between two contacts}

A molecule is held between two metal contacts, one slightly hotter than the other. It rattles as a whole against its bonds, and each contact both damps this motion and drives it with thermal kicks. Heat therefore passes through a single vibrational coordinate. Does a stiffer mounting, with a higher vibration frequency, carry more heat?

Let the coordinate be $x$, its velocity $v$ and its mass $m$. The contacts are baths at temperatures $T_a$ and $T_b$. Bath $r=a,b$ exerts a friction force $-mrv$ and a random force $f_r$; the letters $a$ and $b$ also denote the two damping rates, and $\Gamma=a+b$. I take classical motion and forces without memory:
\begin{equation}
\langle f_r(t)f_s(t')\rangle=2mr\,k_BT_r\,\delta_{rs}\,\delta(t-t'),\qquad \langle f_r\rangle=0 .
\label{noise}
\end{equation}
Heat is counted positive when it flows from a bath into the particle.

\section{First case: no spring}

Without a spring, the velocity changes in a short time $dt$ by
\begin{equation}
\Delta v=-\Gamma v\,dt+\frac{I_a+I_b}{m},
\end{equation}
where $I_r$ is the random impulse from bath $r$. By (\ref{noise}), $\langle I_r^2\rangle=2mr\,k_BT_r\,dt$, and the two impulses are uncorrelated. The kinetic energy changes by
\begin{equation}
\tfrac m2(v+\Delta v)^2-\tfrac m2v^2=m\left(v+\tfrac12\Delta v\right)\Delta v .
\end{equation}
Work is thus momentum transfer times the midpoint velocity. The share of bath $a$ is $(v+\frac12\Delta v)(I_a-mav\,dt)$. The impulse is independent of the velocity before it, so $\langle vI_a\rangle=0$, but it is correlated with the change it causes:
\begin{equation}
\tfrac12\langle\Delta v\,I_a\rangle=\frac{\langle I_a^2\rangle}{2m}=a\,k_BT_a\,dt .
\end{equation}
The friction term gives $-ma\langle v^2\rangle dt$ to first order in $dt$. Hence
\begin{equation}
J_a=a\left(k_BT_a-m\langle v^2\rangle\right),\qquad
J_b=b\left(k_BT_b-m\langle v^2\rangle\right).
\label{currents}
\end{equation}
With bath $a$ alone, a steady state needs $J_a=0$, so $m\langle v^2\rangle=k_BT_a$. This is equipartition, and it confirms the noise strength in (\ref{noise}).

With both baths, a steady kinetic energy requires $J_a+J_b=0$:
\begin{equation}
m\langle v^2\rangle=k_B\frac{aT_a+bT_b}{a+b}.
\label{kinetic}
\end{equation}
Inserting this into $J_a$ gives
\begin{equation}
J_a=ak_B\,\frac{(a+b)T_a-aT_a-bT_b}{a+b}=k_B\frac{ab}{a+b}(T_a-T_b).
\end{equation}
The conductance is therefore
\begin{equation}
G=k_B\frac{ab}{a+b},\qquad \frac1G=\frac1{k_Ba}+\frac1{k_Bb}.
\label{main}
\end{equation}
The contacts act as two resistances in series, with the particle's kinetic temperature at the node between them. No expansion in $T_a-T_b$ was made.

Two limits show how this works. If $b\ll a$, then $G\to k_Bb$: the particle takes the temperature of bath $a$, and the weak contact is the bottleneck. If instead the sum $\Gamma$ is held fixed, $ab=[\Gamma^2-(a-b)^2]/4$, so $G$ is largest at $a=b$, where it equals $k_B\Gamma/4$.

\section{Adding a spring, then any well}

Now let the particle move in a potential $U(x)$. Over $dt$ the potential adds the impulse $-U'(x)\,dt$. Its product with $I_a$ has zero mean, because the kick is independent of the position before it. Equations (\ref{currents}) are unchanged, and the energy balance becomes
\begin{equation}
\frac{d}{dt}\left\langle\tfrac12mv^2+U(x)\right\rangle=J_a+J_b .
\end{equation}
In a confining well with a steady state the left side vanishes, and (\ref{kinetic}) and (\ref{main}) follow as before. For $U=\frac12m\omega_0^2x^2$ this is the result sought: at fixed $a$ and $b$, $G$ depends on neither $\omega_0$ nor $m$. The spring stores energy and returns it, but on average it supplies none.

The argument also covers anharmonic wells. A simulation with $m=k_B=1$, $U=x^2/2+x^4/4$, $a=1$, $b=0.5$, $T_a=2$ and $T_b=1$ added up the heat from bath $a$ kick by kick. It gave a current of $0.3316\pm0.0020$ (one standard error); the formula gives $0.3333$.

For the harmonic well the position is equally simple. Steadiness of $\langle x^2\rangle$ gives $\langle xv\rangle=0$, and steadiness of $\langle xv\rangle$ gives
\begin{equation}
0=\langle v^2\rangle-\omega_0^2\langle x^2\rangle-\Gamma\langle xv\rangle
\quad\Rightarrow\quad m\omega_0^2\langle x^2\rangle=m\langle v^2\rangle .
\label{position}
\end{equation}

The meaning of the rates matters here. A free oscillation $e^{st}$ obeys $s^2+\Gamma s+\omega_0^2=0$. For $\Gamma<2\omega_0$ the real part of $s$ is $-\Gamma/2$, so the amplitude decays at $\Gamma/2$ and, for weak damping, the energy at $\Gamma$. If the contacts are described by amplitude rates $\alpha=a/2$ and $\beta=b/2$, the same conductance reads $G=2k_B\alpha\beta/(\alpha+\beta)$.

\section{Where the frequency goes}

The harmonic case can be resolved by frequency. With time dependence $e^{-i\omega t}$, a force $f$ produces
\begin{equation}
x=\frac{f}{mD},\qquad D(\omega)=\omega_0^2-\omega^2-i\Gamma\omega .
\end{equation}
Since $\mathrm{Im}(1/D)=\Gamma\omega/|D|^2$, the power supplied by a random force at each frequency equals the power its motion loses to both frictions. What noise $a$ loses to friction $a$ returns to its own bath. The net current is then the power from noise $a$ dissipated in $b$, minus the power from noise $b$ dissipated in $a$. The latter is
\begin{equation}
ma\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{\omega^2}{m^2|D|^2}\,2mb\,k_BT_b
=k_BT_b\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega),
\end{equation}
where folding the even integrand onto positive frequencies doubles the factor:
\begin{equation}
\mathcal T(\omega)=\frac{4ab\,\omega^2}{(\omega^2-\omega_0^2)^2+\Gamma^2\omega^2}.
\label{trans}
\end{equation}
The opposite flow has $T_a$ in place of $T_b$, so $G=k_B\int_0^\infty\mathcal T\,d\omega/2\pi$.

To find the area, divide numerator and denominator by $\omega^2$ and set $u=\omega-\omega_0^2/\omega$:
\begin{equation}
K=\int_0^\infty\frac{\omega^2\,d\omega}{|D|^2}=\int_0^\infty\frac{d\omega}{u^2+\Gamma^2}.
\end{equation}
The substitution $\omega\to\omega_0^2/\omega$ reverses $u$ and leaves $u^2$ unchanged, so $K$ also equals the same integral with an extra factor $\omega_0^2/\omega^2$. Adding the two forms and using $du=(1+\omega_0^2/\omega^2)\,d\omega$,
\begin{equation}
2K=\int_{-\infty}^{\infty}\frac{du}{u^2+\Gamma^2}=\frac{\pi}{\Gamma},\qquad K=\frac{\pi}{2\Gamma}.
\label{area}
\end{equation}
Thus $G=k_B(4ab/2\pi)(\pi/2\Gamma)=k_Bab/\Gamma$, in agreement with (\ref{main}).

The peak of $\mathcal T$ sits at $\omega_0$ with height $4ab/\Gamma^2$. Half height lies where $|u|=\Gamma$, and the two positive solutions differ by $\Gamma$. A change of $\omega_0$ moves the peak but alters neither its height, its width nor its area. Classically every frequency is weighted by the same $k_B$, so the position of the peak does not matter. This also shows what could restore a dependence on $\omega_0$: friction that varies with frequency, or a thermal weight that does.

\section{Contacts with memory}

A real contact cannot respond arbitrarily fast. Let the friction force be $-m\int_0^\infty r\omega_ce^{-\omega_c\tau}v(t-\tau)\,d\tau$, with the same cutoff $\omega_c$ in both baths. The kernel has area $r$, the former damping rate. Thermal equilibrium requires a random force with correlation $mk_BT_r\,r\omega_ce^{-\omega_c|t|}$, whose area is again $2mr\,k_BT_r$. Let $z_r$ be the total force of bath $r$ divided by $m$. Then
\begin{align}
\dot x&=v,\qquad \dot v=-\omega_0^2x+z_a+z_b,\\
\dot z_r&=-\omega_cz_r-r\omega_cv+\eta_r,
\end{align}
where $\eta_r$ is white noise of strength $2r\omega_c^2k_BT_r/m$. This strength gives $z_r$ the required variance $r\omega_ck_BT_r/m$ when $v=0$.

The current is $J=mj$ with $j=\langle vz_a\rangle$. In the steady state $\langle xv\rangle=0$, and constant $\langle v^2\rangle$ gives $\langle vz_b\rangle=-j$. Constancy of $\langle xz_a\rangle$, $\langle z_az_b\rangle$ and $\langle z_a^2\rangle$ gives, in turn,
\begin{align}
\langle xz_a\rangle&=\frac{j}{\omega_c},\qquad \langle z_az_b\rangle=\frac{(a-b)j}{2},\\
\langle z_a^2\rangle&=\frac{a\omega_ck_BT_a}{m}-aj .
\end{align}
Constancy of $\langle vz_a\rangle$ reads
\begin{equation}
0=-\omega_0^2\langle xz_a\rangle+\langle z_a^2\rangle+\langle z_az_b\rangle-\omega_cj-a\omega_c\langle v^2\rangle .
\end{equation}
Insert the moments and collect $j$, using $a-(a-b)/2=\Gamma/2$:
\begin{equation}
a\omega_c\left(\frac{k_BT_a}{m}-\langle v^2\rangle\right)=j\left(\omega_c+\frac{\omega_0^2}{\omega_c}+\frac\Gamma2\right).
\end{equation}
For bath $b$, exchange $a$ with $b$ and reverse the sign of $j$. Dividing the two equations by $a\omega_c$ and $b\omega_c$ and subtracting removes $\langle v^2\rangle$:
\begin{equation}
G_{\rm mem}=k_B\frac{ab}{a+b}\,\frac{1}{1+\omega_0^2/\omega_c^2+\Gamma/(2\omega_c)} .
\label{memory}
\end{equation}

For $\omega_c\to\infty$ this returns (\ref{main}). Here the force is finite and its product with $v$ needs no midpoint rule, so the limit also confirms the counting of kicks. For $\Gamma\ll\omega_c$ the correction has a direct reading. The friction felt at frequency $\omega$ is the real part of the kernel's transform, $r/(1+\omega^2/\omega_c^2)$. Putting this at $\omega=\omega_0$ into (\ref{main}) reproduces the factor $1/(1+\omega_0^2/\omega_c^2)$. With this kernel a stiff mode conducts less because the contacts damp it less. The friction of a real lattice need not fall with frequency below its band edge, so this trend is not general.

\section{Quantum statistics}

Represent each bath by many harmonic oscillators coupled linearly to $x$. The Heisenberg equations are then the classical linear ones. The symmetrized random force at frequency $\omega$ is proportional to the mean energy of the bath oscillators there, so $k_BT_r$ is replaced by $\hbar\omega(n_r+\frac12)$, with $n_r=1/(e^{\hbar\omega/k_BT_r}-1)$. The zero-point parts cancel in the difference of the two flows:
\begin{equation}
J=\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega)\,\hbar\omega\,(n_a-n_b).
\label{quantum}
\end{equation}
With memory, the numerator of $\mathcal T$ contains the two reduced frictions, and $\Gamma$ in $D$ becomes $\Gamma/(1-i\omega/\omega_c)$.

This was tested without using $\mathcal T$, by evolving an oscillator coupled to two sets of 400 explicit bath oscillators. In units $\hbar=k_B=m=1$, with $a=0.4$, $b=0.2$, $\omega_0=1$, $\omega_c=3$, $T_a=0.6$ and $T_b=0.3$, both the evolution and (\ref{quantum}) give $0.01819$. The classical current for the same baths is $0.03303$.

For a small temperature difference, the derivative of $\hbar\omega n$ with respect to $T$ replaces $k_B$ by $k_BW(y)$, where
\begin{equation}
W(y)=\left[\frac{y/2}{\sinh(y/2)}\right]^2,\qquad y=\theta\omega,\quad \theta=\frac{\hbar}{k_BT}.
\end{equation}

\subsection{High temperature}

Take memoryless friction and write $1-W=y^2g(y)$, with $g=1/y^2-1/[4\sinh^2(y/2)]$ and $g(0)=1/12$. By (\ref{area}), the loss relative to the classical $G$ is
\begin{equation}
L=\frac{2\Gamma}{\pi}\,\theta^2\int_0^\infty\frac{\omega^4}{|D|^2}\,g(\theta\omega)\,d\omega .
\end{equation}
Split off the part that survives at large frequency:
\begin{equation}
\frac{\omega^4}{|D|^2}=1+\frac{(2\omega_0^2-\Gamma^2)\omega^2-\omega_0^4}{|D|^2}.
\end{equation}
The first part gives
\begin{equation}
\int_0^\infty g(\theta\omega)\,d\omega=\frac1\theta\left[\tfrac12\coth\tfrac y2-\tfrac1y\right]_0^\infty=\frac1{2\theta}.
\end{equation}
The second part converges at frequencies of order $\omega_0$ and $\Gamma$, where $g\simeq1/12$ at high temperature. Using $K$ and $\int_0^\infty d\omega/|D|^2=K/\omega_0^2$, which follows from $\omega\to\omega_0^2/\omega$, it contributes $K(\omega_0^2-\Gamma^2)/12$. Therefore
\begin{equation}
L=\frac{\hbar\Gamma}{\pi k_BT}+\frac{1}{12}\left(\frac{\hbar}{k_BT}\right)^2(\omega_0^2-\Gamma^2)+\dots
\label{loss}
\end{equation}
The first term does not contain $\omega_0$. It comes from the slow $1/\omega^2$ tail of $\mathcal T$ near $\omega\sim k_BT/\hbar$, and so relies on friction that stays memoryless up to that frequency.

\subsection{Low temperature}

When $k_BT/\hbar$ is far below $\omega_0$ and $\omega_0^2/\Gamma$, only the foot of the peak is populated, where $\mathcal T\simeq4ab\omega^2/\omega_0^4$. Integration by parts gives $\int_0^\infty y^2W\,dy=4\int_0^\infty y^3/(e^y-1)\,dy=4\pi^4/15$, so
\begin{equation}
G\simeq k_B\frac{8\pi^3}{15}\,\frac{ab}{\omega_0^4}\left(\frac{k_BT}{\hbar}\right)^3 .
\label{cold}
\end{equation}
In this regime the stiffness matters strongly: at fixed rates, doubling $\omega_0$ lowers $G$ sixteenfold.

\section{Numbers for a molecular junction}

Take round values: a centre-of-mass mode of 5 meV, mass 200 u, $a=2$ ps$^{-1}$, $b=1$ ps$^{-1}$, and contacts at 310 K and 290 K. The contact conductances are $k_Ba=27.613$ pW/K and $k_Bb=13.806$ pW/K. In series they give
\begin{equation}
G=\frac{27.613\times13.806}{27.613+13.806}\ \mathrm{pW/K}=9.20\ \mathrm{pW/K}=9.20\times10^{-12}\ \mathrm{W/K},
\end{equation}
and a current of $9.20\times20=184$ pW. The kinetic temperature is $(2\times310+290)/3=303.3$ K, nearer to the better-coupled contact. Bath $a$ then supplies $27.61\times6.67=184$ pW, as it must. By (\ref{position}) the rms displacement is 0.015 nm.

Now vary the mode energy, holding $a$ and $b$ fixed. The second column below is the numerical integral of (\ref{trans}); the third is (\ref{memory}) with $\hbar\omega_c=15$ meV. Both are classical.

\begin{center}
\begin{tabular}{ccc}
Mode (meV) & $G$ (pW/K) & $G_{\rm mem}$ (pW/K)\\
2.5 & 9.20 & 8.42\\
5 & 9.20 & 7.82\\
10 & 9.20 & 6.09\\
20 & 9.20 & 3.24
\end{tabular}
\end{center}

For the 5 meV mode, $\omega_0/\omega_c=1/3$ and $\Gamma/(2\omega_c)=3/(2\times22.79)=0.066$. The denominator in (\ref{memory}) is $1+0.111+0.066=1.177$, a reduction of 15\% relative to the memoryless value. These reductions belong to the chosen kernel, whose friction already falls below the cutoff and has a smooth tail above it. If the friction instead stayed constant up to a sharp band edge at 15 meV, the 5 meV mode would keep practically its memoryless conductance. Above such an edge the friction would vanish, and so would the harmonic transmission there, so the 20 meV mode would conduct far less than the table shows.

At 300 K, quantum statistics lower the memoryless conductance by 2.68\%. The two terms of (\ref{loss}) give 2.43\% and 0.26\%. From the first, $k_BT/\hbar=3/(\pi\times0.0243)=39$ ps$^{-1}$, which lies above the cutoff of 22.8 ps$^{-1}$. The tail behind that term is thus largely absent once the contacts have memory, and the quantum loss relative to the classical $G_{\rm mem}$ falls to 0.5\%. It grows to 7\% at 77 K, and at 10 K about a tenth of the classical value remains, 0.78 pW/K. Equation (\ref{cold}) would give about 0.31 pW/K at 10 K, so the cubic law has not yet been reached there.

\section{Against a real junction}

Single-molecule junctions at room temperature have thermal conductances of roughly 20 to 40 pW/K, the same order as the model value. This is no confirmation, since $a$ and $b$ were chosen and $G$ scales with them. The 15 meV cutoff is comparable to the Debye energy of gold, about 14 meV, but in this kernel it marks a gradual fall of the friction, not the top of a phonon band. One assumption that real junctions break is that of a single mode. Two lateral modes with the same rates would add 18.4 pW/K and triple the result; weaker lateral damping would add less. Internal vibrations of the molecule add further channels that are not estimated here. A stiffer bond would also change $a$ and $b$ along with $\omega_0$, so neither column of the table, nor the sixteenfold drop at low temperature, is a prediction for a change of bond. A bond of stiffness $k$ displaces the surface in proportion to $k$ and feels the response through $k$ again. For a bond much softer than the lattice the rates therefore grow as $k^2\propto\omega_0^4$, and $G$ grows with them. In that regime a stiffer mounting does carry more heat, through the rates and not through the frequency itself, until the bond is no longer soft or the mode nears the top of the phonon band.

Electrons form a parallel path. For an energy-independent transmission $\tau$ and two spins, the Landauer heat conductance is $2\pi^2k_B^2T\tau/(3h)$. With $\tau=10^{-4}$, suited to a poorly conducting molecule, it is 0.057 pW/K, or 0.6\% of $G$. It would equal $G$ at $\tau\approx0.016$, so in a well-conducting junction electrons cannot be neglected. Far-field black-body exchange over a 10 nm square, $4\sigma T^3$ times the area, is $6.1\times10^{-4}$ pW/K. Near-field effects would have to raise it by a factor of $1.5\times10^4$ to match $G$; whether they do depends on the gap and the shape of the contacts, which this model does not contain. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Test, quartic well: expected current = 0.3333 (dimensionless)
Test, quartic well: simulated current = 0.3316 +/- 0.0020
Test, explicit quantum baths: current = 0.01819 (dimensionless)
Test, quantum spectral formula: current = 0.01819
Test, classical current for same baths = 0.03303
Input: a = 2.0 ps^-1, b = 1.0 ps^-1
Input: mode energy = 5.0 meV, mass = 200 u
Input: contact cutoff = 15.0 meV
Input: contact temperatures = 310 K and 290 K
Mode angular frequency w0 = 7.596 ps^-1
Cutoff angular frequency wc = 22.789 ps^-1
Series rate ab/(a+b) = 0.6667 ps^-1
Contact conductance kB a = 27.613 pW/K
Contact conductance kB b = 13.806 pW/K
Conductance G = 9.204 pW/K = 9.204e-12 W/K
Heat current J = 184.1 pW
Oscillator kinetic temperature = 303.33 K
Thermal rms displacement = 0.0148 nm
Mode  2.5 meV: G memoryless = 9.204, with cutoff = 8.417 pW/K
Mode  5.0 meV: G memoryless = 9.204, with cutoff = 7.821 pW/K
Mode 10.0 meV: G memoryless = 9.204, with cutoff = 6.095 pW/K
Mode 20.0 meV: G memoryless = 9.204, with cutoff = 3.237 pW/K
Memory: change of G = -15.0 %
Quantum, memoryless, 300 K: G = 8.957 pW/K
Quantum, memoryless: full loss = 2.68 %
Quantum loss, first term = 2.43 %
Quantum loss, second term = 0.26 %
Quantum with cutoff, 300 K: G = 7.782 pW/K, 0.995 of classical with cutoff
Quantum with cutoff, 77 K: G = 7.285 pW/K, 0.932 of classical with cutoff
Quantum with cutoff, 10 K: G = 0.776 pW/K, 0.099 of classical with cutoff
Two lateral modes with equal rates would add 18.41 pW/K
Input: electron transmission = 1e-04
Electron heat conductance = 0.0568 pW/K
Electron share relative to G = 0.62 %
Black-body conductance over (10 nm)^2 = 6.12e-04 pW/K
Near-field enhancement needed to equal G = 1.50e+04
\end{verbatim}
